# Where does an ion reflected from a tapered trench wall land?: verification in Python

```python
# Result under test: a vertical ion reflected specularly at height h from a
# planar wall tilted theta off vertical, in a trench narrowing downwards, lands
#     d = h*(tan(2 theta) - tan(theta)) = h*tan(theta)/cos(2 theta)
# from the foot of that wall, if the flat floor is wider than d.
# Coordinates: foot at the origin, x into the trench, y up; lengths in nm.
# Energies in eV. Time is scaled so that speed squared equals kinetic energy;
# acceleration is then half the force in eV/nm, and the ion mass drops out.
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy import constants as const

tilt_deg = 2.0
theta = np.radians(tilt_deg)
height = 500.0
depth = 1000.0
floor_width = 100.0
energy = 1000.0
low_energy = 250.0
tan_tilt = np.tan(theta)
normal = np.array([np.cos(theta), np.sin(theta)])


def landing_formula(h, angle):
    return h * (np.tan(2 * angle) - np.tan(angle))


def reflect(velocity, unit_normal):
    return velocity - 2 * np.dot(velocity, unit_normal) * unit_normal


def fly(position, velocity, acceleration, stop_height):
    """Integrate Newton's equation until the ion falls to stop_height."""
    def rhs(t, s):
        a = acceleration(s[:2])
        return [s[2], s[3], a[0], a[1]]

    def reached(t, s):
        return s[1] - stop_height
    reached.terminal = True
    reached.direction = -1
    sol = solve_ivp(rhs, (0, 500), [*position, *velocity], method="DOP853",
                    rtol=1e-10, atol=1e-10, max_step=0.06, events=reached)
    assert sol.status == 1
    return sol.y_events[0][0]


d_ideal = landing_formula(height, theta)
foot_offset = height * tan_tilt
travel = height * np.tan(2 * theta)

# Newtonian bounce from a smooth repulsive wall A*exp(-z/a), z = distance
# from the wall. With A = 4*(normal energy), the incoming and outgoing
# asymptotes meet on the plane z = 0, so that plane is the effective wall.
normal_energy = energy * np.sin(theta)**2
wall_range = 0.05
wall_strength = 4 * normal_energy


def wall_push(r):
    z = np.dot(r, normal)
    return 0.5 * wall_strength / wall_range * np.exp(-z / wall_range) * normal


end = fly([-foot_offset, depth], [0, -np.sqrt(energy)], wall_push, 0.0)
d_newton = end[0]
exit_deg = np.degrees(np.arctan2(end[2], -end[3]))
assert abs(d_newton - d_ideal) < 1e-3
assert abs(exit_deg - 2 * tilt_deg) < 1e-4
assert abs(d_ideal - foot_offset / np.cos(2 * theta)) < 1e-10

# Opposite-wall condition from explicit ray intersections.
height_limit = floor_width / (np.tan(2 * theta) - tan_tilt)
outgoing = reflect(np.array([0.0, -1.0]), normal)


def first_surface(h):
    start = np.array([-h * tan_tilt, h])
    floor_path = -start[1] / outgoing[1]
    wall_up = np.array([tan_tilt, 1.0])
    matrix = np.column_stack([outgoing, -wall_up])
    wall_path, y_wall = np.linalg.solve(
        matrix, np.array([floor_width, 0.0]) - start)
    if y_wall > 0 and 0 < wall_path < floor_path:
        return "opposite wall"
    return "floor"


assert first_surface(0.99 * height_limit) == "floor"
assert first_surface(1.01 * height_limit) == "opposite wall"
assert depth < height_limit

# Reflected flux from counted landings of evenly spaced vertical ions.
n_ions = 400000
wall_projection = depth * tan_tilt
entry = -(np.arange(n_ions) + 0.5) * wall_projection / n_ions
hit_height = -entry / tan_tilt
landing = entry + hit_height * outgoing[0] / (-outgoing[1])
count = np.count_nonzero((landing > 10) & (landing < 20))
flux_ratio = (count / 10) / (n_ions / wall_projection)
assert abs(flux_ratio - np.cos(2 * theta)) < 2e-4
band_width = landing_formula(depth, theta)
assert abs(landing.max() - band_width) < 1e-3
assert 2 * band_width < floor_width

# Local tilt error: the struck facet is rotated, the mean wall is not.
tilt_error_deg = 0.5
facet_shift = []
for sign in (-1, 1):
    facet = theta + sign * np.radians(tilt_error_deg)
    out = reflect(np.array([0.0, -1.0]),
                  np.array([np.cos(facet), np.sin(facet)]))
    d_facet = -foot_offset - height * out[0] / out[1]
    assert abs(d_facet - height * (np.tan(2 * facet) - tan_tilt)) < 1e-9
    facet_shift.append(d_facet - d_ideal)

# Thermal spread of arrival slopes, weighted by the rate of wall strikes.
transverse_temperature = 0.1


def thermal_landing(ion_energy):
    sigma = np.sqrt(transverse_temperature / (2 * ion_energy))
    far_edge = floor_width + depth * tan_tilt
    assert 8 * sigma < (far_edge + foot_offset) / (depth - height)

    def moment(power):
        def integrand(s):
            d = height * (np.tan(2 * theta + np.arctan(s)) - tan_tilt)
            return (s + tan_tilt) * np.exp(-s**2 / (2 * sigma**2)) * d**power
        return quad(integrand, -tan_tilt, 8 * sigma, epsabs=1e-12,
                    points=[0.0])[0]
    m0, m1, m2 = moment(0), moment(1), moment(2)
    return sigma, m1 / m0, np.sqrt(m2 / m0 - (m1 / m0)**2)


sigma, thermal_mean, thermal_sd = thermal_landing(energy)
sigma_low, thermal_mean_low, thermal_sd_low = thermal_landing(low_energy)

# Monte Carlo: uniform entry positions and Gaussian slopes at the trench top.
rng = np.random.default_rng(7)
n_random = 2000000
x_top = rng.uniform(-wall_projection, 15.0, n_random)
slope = rng.normal(0.0, sigma, n_random)
keep = slope + tan_tilt > 1e-6
x_top, slope = x_top[keep], slope[keep]
y_hit = (slope * depth - x_top) / (slope + tan_tilt)
near = np.abs(y_hit - height) < 10
y_hit, slope = y_hit[near], slope[near]
v_in = np.column_stack([-slope, -np.ones_like(slope)])
v_out = v_in - 2 * (v_in @ normal)[:, None] * normal
d_random = -y_hit * tan_tilt - y_hit * v_out[:, 0] / v_out[:, 1]
d_random *= height / y_hit
# Tolerance: about five standard errors of the sampled mean.
assert abs(d_random.mean() - thermal_mean) < 0.11
assert abs(d_random.std() - thermal_sd) < 0.11

# Image attraction, with neutralisation at a set distance from the wall.
permittivity = 2.1
neutral_distance = 0.3
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
image_factor = (permittivity - 1) / (permittivity + 1)
image_energy = coulomb * image_factor / (4 * neutral_distance)


def image_landing(ion_energy):
    tan_exit = np.sqrt((ion_energy * np.sin(theta)**2 + image_energy)
                       / (ion_energy * np.cos(theta)**2))
    beta = np.arctan(tan_exit)
    return np.degrees(beta), height * (np.tan(theta + beta) - tan_tilt)


def image_motion(t, s):
    return [s[1], -0.5 * coulomb * image_factor / (2 * s[0])**2]


def neutralised(t, s):
    return s[0] - neutral_distance


neutralised.terminal = True
approach = solve_ivp(image_motion, (0, 1000), [200.0, -np.sqrt(normal_energy)],
                     rtol=1e-9, atol=1e-10, max_step=0.05, events=neutralised)
assert approach.status == 1
speed_normal = -approach.y_events[0][0][1]
beta_motion = np.arctan(speed_normal / (np.sqrt(energy) * np.cos(theta)))
d_motion = height * (np.tan(theta + beta_motion) - tan_tilt)
image_exit, d_image = image_landing(energy)
image_exit_low, d_image_low = image_landing(low_energy)
assert abs(d_motion - d_image) < 0.01

# Lateral charging field, pushing the ion towards the struck wall.
field_mv_cm = 0.25
field = field_mv_cm * 0.1          # 1 MV/cm = 0.1 V/nm
drop = depth - height
shift_neutral = field * height * drop / (2 * energy)
shift_charged = shift_neutral - field * height**2 / (4 * energy)
side_push = np.array([-field / 2, 0.0])
arrival = fly([0.0, depth], [0.0, -np.sqrt(energy)],
              lambda r: side_push, height)
after = reflect(arrival[2:], normal)
impact = [-foot_offset, height]
end_charged = fly(impact, after, lambda r: side_push, 0.0)[0]
end_neutral = fly(impact, after, lambda r: np.zeros(2), 0.0)[0]
# Tolerance: terms of relative order theta squared are left out.
assert abs(end_charged - d_ideal - shift_charged) < 0.03
assert abs(end_neutral - d_ideal - shift_neutral) < 0.03

# Positive floor potential, dropped evenly over the last stretch of height h.
floor_potential = 100.0
vertical_energy = energy * np.cos(2 * theta)**2
slowdown = 2 / (1 + np.sqrt(1 - floor_potential / vertical_energy))
shift_floor = travel * (slowdown - 1)
lift = np.array([0.0, floor_potential / height / 2])
end_floor = fly(impact, np.sqrt(energy) * outgoing, lambda r: lift, 0.0)[0]
assert abs(end_floor - d_ideal - shift_floor) < 1e-4

# Gas collisions in the sheath and in the trench.
pressure_mtorr = 10.0
gas_temperature = 300.0
cross_section = 5e-19
sheath_mm = 3.0
pressure = pressure_mtorr * 1e-3 * const.torr
free_path_mm = const.k * gas_temperature / (pressure * cross_section) * 1e3
sheath_collided = 1 - np.exp(-sheath_mm / free_path_mm)
trench_collided = 1 - np.exp(-depth * 1e-6 / free_path_mm)

print(f"Wall tilt from vertical: {tilt_deg:.1f} deg")
print(f"Impact height above floor: {height:.0f} nm")
print(f"Trench depth: {depth:.0f} nm")
print(f"Floor width: {floor_width:.0f} nm")
print(f"Ion energy: {energy:.0f} eV")
print(f"Foot offset from impact point: {foot_offset:.3f} nm")
print(f"Horizontal travel after bounce: {travel:.3f} nm")
print(f"Landing distance from foot, formula: {d_ideal:.3f} nm")
print(f"Landing distance, Newtonian bounce: {d_newton:.3f} nm")
print(f"Exit angle from vertical, Newtonian: {exit_deg:.4f} deg")
print(f"Small-angle estimate h*theta: {height * theta:.3f} nm")
print(f"Height limit for direct floor hit: {height_limit:.0f} nm")
print(f"Reflected/direct flux, counted: {flux_ratio:.4f}")
print(f"cos(2 theta): {np.cos(2 * theta):.4f}")
print(f"Width of reflected-ion band: {band_width:.2f} nm")
print(f"Local tilt error: {tilt_error_deg:.1f} deg")
print(f"Shift, facet less tilted: {facet_shift[0]:+.2f} nm")
print(f"Shift, facet more tilted: {facet_shift[1]:+.2f} nm")
print(f"Transverse ion temperature: {transverse_temperature:.2f} eV")
print(f"Thermal slope width: {np.degrees(sigma):.3f} deg")
print(f"Thermal mean landing distance: {thermal_mean:.2f} nm")
print(f"Thermal standard deviation: {thermal_sd:.2f} nm")
print(f"Monte Carlo mean landing: {d_random.mean():.2f} nm")
print(f"Monte Carlo standard deviation: {d_random.std():.2f} nm")
print(f"Normal energy at the wall: {normal_energy:.3f} eV")
print(f"Wall optical permittivity: {permittivity:.1f} (relative)")
print(f"Neutralisation distance: {neutral_distance:.1f} nm")
print(f"Image energy gained: {image_energy:.3f} eV")
print(f"Exit angle to wall with image: {image_exit:.3f} deg")
print(f"Landing distance with image: {d_image:.2f} nm")
print(f"Lateral charging field: {field_mv_cm:.2f} MV/cm")
print(f"Field times floor width: {field * floor_width:.2f} V")
print(f"Field shift, stays charged: {shift_charged:+.2f} nm")
print(f"Field shift, neutral after bounce: {shift_neutral:+.2f} nm")
print(f"Floor potential: {floor_potential:.0f} V")
print(f"Floor-potential shift: {shift_floor:+.2f} nm")
print(f"Gas pressure: {pressure_mtorr:.0f} mTorr")
print(f"Gas temperature: {gas_temperature:.0f} K")
print(f"Collision cross-section: {cross_section * 1e18:.2f} nm^2")
print(f"Sheath thickness: {sheath_mm:.1f} mm")
print(f"Mean free path: {free_path_mm:.2f} mm")
print(f"Ions colliding in sheath: {100 * sheath_collided:.0f} %")
print(f"Ions colliding in trench depth: {100 * trench_collided:.3f} %")
print(f"Lower ion energy for comparison: {low_energy:.0f} eV")
print(f"Thermal mean at lower energy: {thermal_mean_low:.2f} nm")
print(f"Thermal deviation at lower energy: {thermal_sd_low:.2f} nm")
print(f"Image exit angle at lower energy: {image_exit_low:.3f} deg")
print(f"Image landing at lower energy: {d_image_low:.2f} nm")
print("all good")
```

Output:

```
Wall tilt from vertical: 2.0 deg
Impact height above floor: 500 nm
Trench depth: 1000 nm
Floor width: 100 nm
Ion energy: 1000 eV
Foot offset from impact point: 17.460 nm
Horizontal travel after bounce: 34.963 nm
Landing distance from foot, formula: 17.503 nm
Landing distance, Newtonian bounce: 17.503 nm
Exit angle from vertical, Newtonian: 4.0000 deg
Small-angle estimate h*theta: 17.453 nm
Height limit for direct floor hit: 2857 nm
Reflected/direct flux, counted: 0.9976
cos(2 theta): 0.9976
Width of reflected-ion band: 35.01 nm
Local tilt error: 0.5 deg
Shift, facet less tilted: -8.76 nm
Shift, facet more tilted: +8.78 nm
Transverse ion temperature: 0.10 eV
Thermal slope width: 0.405 deg
Thermal mean landing distance: 18.22 nm
Thermal standard deviation: 3.48 nm
Monte Carlo mean landing: 18.25 nm
Monte Carlo standard deviation: 3.47 nm
Normal energy at the wall: 1.218 eV
Wall optical permittivity: 2.1 (relative)
Neutralisation distance: 0.3 nm
Image energy gained: 0.426 eV
Exit angle to wall with image: 2.323 deg
Landing distance with image: 20.34 nm
Lateral charging field: 0.25 MV/cm
Field times floor width: 2.50 V
Field shift, stays charged: +1.56 nm
Field shift, neutral after bounce: +3.12 nm
Floor potential: 100 V
Floor-potential shift: +0.93 nm
Gas pressure: 10 mTorr
Gas temperature: 300 K
Collision cross-section: 0.50 nm^2
Sheath thickness: 3.0 mm
Mean free path: 6.21 mm
Ions colliding in sheath: 38 %
Ions colliding in trench depth: 0.016 %
Lower ion energy for comparison: 250 eV
Thermal mean at lower energy: 20.37 nm
Thermal deviation at lower energy: 6.54 nm
Image exit angle at lower energy: 3.096 deg
Image landing at lower energy: 27.12 nm
all good
```
